# Spin and Pseudospin Symmetry of Dirac Particles in Scalar and Vector Potentials

## 1. Result

A Dirac particle of mass $m$ moves in a static vector potential $V(r)$, which adds to the energy, and a static Lorentz-scalar potential $S(r)$, which adds to the rest energy:

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta\,(mc^2+S)+V .$$

Both potentials are real and spherical. Define

$$\Sigma=V+S,\qquad \Delta=V-S .$$

- **Spin symmetry.** The spin-orbit operator acting on the upper component is proportional to $\Delta'=V'-S'$. If $\Delta$ is constant, in particular if $S=V$, the levels $j=l\pm\tfrac12$ coincide, however strong the force from $\Sigma$.
- **Pseudospin symmetry.** If $\Sigma$ is constant, in particular if $S=-V$, the levels $j=\tilde l\pm\tfrac12$ coincide, where $\tilde l$ is the orbital number of the lower component.

Two qualifications belong to the result. The splitting is an integral of $\Delta'/r$ with weights that depend on the energy and on $\Delta$, and it is proportional to the plain average of $\Delta'/r$ over the state only at leading relativistic order. And $S=-V$ does not remove the ordinary spin-orbit operator, since then $\Delta'=2V'$.

## 2. Elimination of the lower component

Write $E=mc^2+\varepsilon$ and split the spinor into upper and lower parts $\phi,\chi$. In the standard representation $\beta$ is $+1$ on $\phi$ and $-1$ on $\chi$, so $H\psi=E\psi$ reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(\varepsilon-\Sigma)\,\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=D\,\chi,\qquad D=\varepsilon+2mc^2-\Delta .$$

The upper row contains $mc^2+S+V$, hence $\Sigma$. The lower row contains $-mc^2-S+V$, hence $\Delta$.

Where $D\neq0$, set $B=c^2/D$ and eliminate $\chi$:

$$\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p\,\phi+\Sigma\phi=\varepsilon\phi .$$

From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot B\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times B\mathbf p).$$

In the cross product $\mathbf p=-i\hbar\nabla$ acts on $B$ and on what follows. The second contribution vanishes because $\mathbf p\times\mathbf p=0$; the first gives $i(-i\hbar)\,\boldsymbol\sigma\cdot(\nabla B\times\mathbf p)$. With $\nabla B=B'\mathbf r/r$ and $\mathbf L=\mathbf r\times\mathbf p$,

$$\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot B\mathbf p+\frac{\hbar B'}{r}\,\boldsymbol\sigma\cdot\mathbf L,\qquad
B'=-\frac{c^2D'}{D^2}=\frac{c^2\Delta'}{D^2}.$$

The last sign is positive because $D'=-\Delta'$. The potential $\Sigma$ stands outside the two factors $\boldsymbol\sigma\cdot\mathbf p$ and produces no spin operator.

If $|\varepsilon|$ and $|\Delta|$ are small compared with $2mc^2$, then $D\approx2mc^2$ and

$$H_{\rm so}\approx\frac{\hbar}{4m^2c^2}\,\frac{1}{r}\frac{d(V-S)}{dr}\,\boldsymbol\sigma\cdot\mathbf L .$$

Vector and scalar attraction therefore give spin-orbit terms of opposite sign.

## 3. Radial equations

From here on $\hbar=c=m=1$: energies are in units of $mc^2$, lengths in $\hbar/mc$. Let

$$\phi=\frac{G(r)}{r}\,\mathcal Y_\kappa,\qquad \chi=\frac{iF(r)}{r}\,\mathcal Y_{-\kappa},$$

where the spin-angular functions obey

$$\boldsymbol\sigma\cdot\mathbf L\,\mathcal Y_\kappa=-(\kappa+1)\mathcal Y_\kappa,\qquad
\boldsymbol\sigma\cdot\hat{\mathbf r}\,\mathcal Y_\kappa=-\mathcal Y_{-\kappa}.$$

For $j=l+\tfrac12$ one has $\kappa=-(l+1)$, and for $j=l-\tfrac12$, $\kappa=l$. In both cases $\kappa(\kappa+1)=l(l+1)$. The lower component carries $-\kappa$, so its orbital number satisfies $\kappa(\kappa-1)=\tilde l(\tilde l+1)$.

Multiplying $\boldsymbol\sigma\cdot\mathbf p$ by $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ gives

$$\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

Acting on $\phi$, the bracket yields $[G'-G/r+(\kappa+1)G/r]/r=(G'+\kappa G/r)/r$. Acting on $\chi$, where $\boldsymbol\sigma\cdot\mathbf L=\kappa-1$, it yields $i(F'-\kappa F/r)/r$. Hence

$$G'+\frac{\kappa}{r}G=DF,\qquad F'-\frac{\kappa}{r}F=-(\varepsilon-\Sigma)G .$$

Now insert $F=B(G'+\kappa G/r)$, with $B=1/D$, into the second equation. The terms $\pm\kappa BG'/r$ cancel, and

$$-(BG')'+\frac{l(l+1)}{r^2}BG-\frac{\kappa B'}{r}G+\Sigma G=\varepsilon G. \tag{1}$$

The sign of $\kappa$, which distinguishes the two values of $j$ at given $l$, enters only through $B'$.

## 4. An exact expression for the splitting

Let $a$ be a level with $j=l+\tfrac12$ and $b$ one with $j=l-\tfrac12$. Multiply (1) for $a$ by $G_b$, multiply (1) for $b$ by $G_a$, subtract and integrate. The terms in $\Sigma$ cancel. Integration by parts leaves no boundary terms for bound states, so

$$(\varepsilon_a-\varepsilon_b)\!\int\! G_aG_b\,dr
=\int(B_a-B_b)\Big[G_a'G_b'+\frac{l(l+1)}{r^2}G_aG_b\Big]dr
+\int\frac{(l+1)B_a'+lB_b'}{r}\,G_aG_b\,dr .$$

The last numerator is $-\kappa_aB_a'+\kappa_bB_b'$ with $\kappa_a=-(l+1)$ and $\kappa_b=l$. Since $D_a-D_b=\varepsilon_a-\varepsilon_b$,

$$B_a-B_b=-\frac{\varepsilon_a-\varepsilon_b}{D_aD_b}.$$

Moving this term to the left and using $B'=\Delta'/D^2$,

$$(\varepsilon_a-\varepsilon_b)\,\mathcal N=\int\frac{\Delta'}{r}\left[\frac{l+1}{D_a^2}+\frac{l}{D_b^2}\right]G_aG_b\,dr, \tag{2}$$

$$\mathcal N=\int\left[G_aG_b+\frac{G_a'G_b'+l(l+1)G_aG_b/r^2}{D_aD_b}\right]dr .$$

No expansion has been made. The condition is that $D_a$ and $D_b$ have no zero.

Now take partners with the same radial quantum number. At leading order $D\to2$, both $G_a$ and $G_b$ become the same normalized Schrödinger function, and $\mathcal N\to1$, because the second term of $\mathcal N$ is of the order of kinetic energy over rest energy. Then

$$\varepsilon_a-\varepsilon_b\approx\frac{2l+1}{4}\left\langle\frac{\Delta'}{r}\right\rangle. \tag{3}$$

In ordinary units the prefactor is $(2l+1)\hbar^2/(4m^2c^2)$.

## 5. Spin symmetry: $S=V$

Take $\Delta=0$; any other constant only shifts $D$. Then $B'=0$, equation (1) depends on $l$ alone, and the two values of $j$ have the same spectrum. In operator form,

$$p^2\phi=(\varepsilon+2)(\varepsilon-\Sigma)\phi
\quad\Longleftrightarrow\quad
\left[\frac{p^2}{2m^*}+\Sigma\right]\phi=\varepsilon\phi,\qquad m^*=1+\frac{\varepsilon}{2}. \tag{4}$$

This is a Schrödinger equation with an energy-dependent mass. Other relativistic effects remain, but no spin operator does. Division by $D=\varepsilon+2$ is safe: if $D=0$, then $\boldsymbol\sigma\cdot\mathbf p\,\phi=0$, hence $p^2\phi=0$, which has no nonzero normalizable solution in all space. The other equation then removes $\chi$ in the same way.

The degeneracy comes from an SU(2) symmetry. Let $U=\boldsymbol\sigma\cdot\mathbf p/|\mathbf p|$, so that $U^2=1$, and let $\mathbf s=\boldsymbol\sigma/2$. The generators are

$$\mathcal S_i=\begin{pmatrix}s_i&0\\0&Us_iU\end{pmatrix},\qquad
H-1=\begin{pmatrix}\Sigma&|\mathbf p|U\\|\mathbf p|U&\Delta-2\end{pmatrix}.$$

The upper right element of $[\mathcal S_i,H]$ is $s_i|\mathbf p|U-|\mathbf p|U\,Us_iU=0$, because $U^2=1$ and $|\mathbf p|$ commutes with $s_i$. The lower left element vanishes likewise. On the diagonal, $[s_i,\Sigma]=0$ for any $\Sigma(r)$, while $[Us_iU,\Delta]$ vanishes for constant $\Delta$. Since $U$ is unitary, $Us_iU$ obeys the same algebra as $s_i$.

## 6. Pseudospin symmetry: $S=-V$

Take $\Sigma=0$, so that $\Delta=2V$. A bound state with $\varepsilon=0$ is excluded by the argument just given, now starting from $\boldsymbol\sigma\cdot\mathbf p\,\chi=0$. So $\phi=\boldsymbol\sigma\cdot\mathbf p\,\chi/\varepsilon$, and

$$p^2\chi=\varepsilon(\varepsilon+2-\Delta)\chi . \tag{5}$$

There is no spin operator on $\chi$. Levels with the same $\tilde l$ coincide, and they have

$$\kappa=-\tilde l\ \ (j=\tilde l-\tfrac12,\ l=\tilde l-1),\qquad
\kappa=\tilde l+1\ \ (j=\tilde l+\tfrac12,\ l=\tilde l+1).$$

For $\tilde l=1$ these are $s_{1/2}$ and $d_{3/2}$. For $\tilde l=0$ the first value would be $\kappa=0$, which does not exist, so $p_{1/2}$ has no partner. The generators are those of Section 5 with the diagonal blocks exchanged, $\mathrm{diag}(Us_iU,s_i)$. They commute with $H$ for constant $\Sigma$ and any $\Delta(r)$.

**Radial nodes.** The partners can differ in the number of nodes of $G$; in the levels computed for the second oscillator of Section 7 they differ by one. For $\Sigma=0$ and $\kappa<0$,

$$-\varepsilon G=F'+\frac{|\kappa|}{r}F=r^{-|\kappa|}\frac{d}{dr}\left(r^{|\kappa|}F\right).$$

If $F$ decays exponentially, the function $r^{|\kappa|}F$ vanishes at the origin and at infinity, so its derivative has a zero between them. Every such bound state with $j=l+\tfrac12$ therefore has at least one node in $G$, and none of them is a $1s_{1/2}$ level, whose $G$ would have no node.

**Finite wells.** Let $V$ vanish at infinity, so that discrete levels are sought in the gap $-2<\varepsilon<0$. The expectation value of (5) is

$$\langle p^2\rangle+\varepsilon\langle\Delta\rangle=\varepsilon(\varepsilon+2)\langle\chi|\chi\rangle .$$

The right side is negative. If $V\le0$ everywhere, then $\varepsilon\Delta\ge0$ and the left side is positive. An attractive vector potential with $S=-V$ thus has no bound state in the gap. A repulsive $V$ can have one, drawn up from the negative continuum. For a bound level with $\varepsilon>0$, equation (5) makes $\chi$ decay exponentially if $\Delta$ stays above $2+\varepsilon$ by a finite amount at large distance.

The numbers agree. For $V=-0.3\,e^{-r^2/100}$ no gap state is found in the $s_{1/2}$ and $d_{3/2}$ channels. For the opposite sign the highest gap state within each of these two channels lies at $\varepsilon=-1.6722$, a pseudospin pair of negative total energy $E=1+\varepsilon=-0.6722$.

## 7. Two solvable oscillators

**$\Delta=0$, $\Sigma=Kr^2/2$.** Equation (4) is an oscillator of mass $m^*$ and frequency $\sqrt{K/m^*}$, so with $N=2n+l$, $n=0,1,\dots$,

$$\varepsilon=\sqrt{\frac{2K}{\varepsilon+2}}\,\left(N+\tfrac32\right)
\quad\Rightarrow\quad \varepsilon^2(\varepsilon+2)=2K\left(N+\tfrac32\right)^2. \tag{6}$$

**$\Sigma=0$, $\Delta=Kr^2/2$, $\varepsilon>0$.** Equation (5) becomes $[p^2+\tfrac12\varepsilon Kr^2]\chi=\varepsilon(\varepsilon+2)\chi$. This is an oscillator of mass $\tfrac12$ and spring constant $\varepsilon K$, hence of frequency $\sqrt{2\varepsilon K}$. With $\tilde N=2\tilde n+\tilde l$,

$$\varepsilon(\varepsilon+2)=\sqrt{2\varepsilon K}\,\left(\tilde N+\tfrac32\right)
\quad\Rightarrow\quad \varepsilon(\varepsilon+2)^2=2K\left(\tilde N+\tfrac32\right)^2. \tag{7}$$

Each left side increases for $\varepsilon>0$, so each equation has one positive root.

Take $K=0.04$ and quantum number 1. Both right sides are $2\times0.04\times2.5^2=0.5$. The roots are

- $S=V$: $\varepsilon=0.4516$, with $0.4516^2\times2.4516=0.500$;
- $S=-V$: $\varepsilon=0.1121$, with $0.1121\times2.1121^2=0.500$.

Diagonalization of the radial Dirac Hamiltonian gives the same values: the first for $1p_{3/2}$ and $1p_{1/2}$, the second for $2s_{1/2}$ and $1d_{3/2}$.

For small $\varepsilon$, (6) becomes the Schrödinger result $\sqrt K(N+\tfrac32)=0.5$. Equation (7) becomes $\varepsilon\approx\tfrac12K(\tilde N+\tfrac32)^2=0.125$; in ordinary units this is $K\hbar^2(\tilde N+\tfrac32)^2/(2m^2c^2)$, which vanishes as $c\to\infty$ at fixed $K$. This confinement is a relativistic effect.

**A further degeneracy.** The oscillator adds coincidences of its own, because (6) and (7) contain only $N$ or $\tilde N$. At $S=-V$ the lowest $d_{3/2}$ level ($\tilde l=1$) lies at 0.1121 and the lowest $d_{5/2}$ level ($\tilde l=3$) at 0.3049, so the two $d$ spectra differ. Yet $2d_{3/2}$, with $\tilde N=2+1=3$, also lies at 0.3049. This agreement belongs to the parabolic shape and is not spin symmetry. It does not contradict (2) either: here $\Delta$ grows without limit, $D$ passes through zero, and (2) does not apply.

## 8. One well, shared in different ways

To separate the force from the spin-orbit coupling, hold

$$\Sigma=-0.3\,e^{-r^2/100}$$

fixed and divide it as $V=w\Sigma$, $S=(1-w)\Sigma$. Then $\Delta=(2w-1)\Sigma$. At leading order all cases share one Schrödinger problem, whose $1p$ energy is $-0.1295$.

For $w=1$ the Schrödinger function gives $\langle\Delta'/r\rangle=0.004048$, so (3) with $l=1$ predicts $\tfrac34\times0.004048=0.003036$. For other $w$ this is multiplied by $2w-1$. The table lists $\varepsilon(1p_{3/2})-\varepsilon(1p_{1/2})$ in $10^{-3}mc^2$.

| $w$ | Dirac | eq. (3) |
|---|---|---|
| 1 | 2.747 | 3.036 |
| 0.75 | 1.497 | 1.518 |
| 0.5 | 0 | 0 |
| 0.25 | −1.786 | −1.518 |
| 0 | −3.910 | −3.036 |
| −1 | −16.857 | −9.107 |

Equation (2), evaluated with the Dirac functions, was tested against every Dirac splitting and agrees within $10^{-8}$.

**Sign.** Pure vector attraction ($w=1$) puts $1p_{3/2}$ above $1p_{1/2}$; pure scalar attraction ($w=0$) reverses the order. At $w=\tfrac12$ the splitting vanishes although the force does not. Both levels then lie at $-0.1248$, above the Schrödinger value. Equation (4) explains this: for $\varepsilon<0$ the effective mass is $m^*=1-0.1248/2=0.938$, and the smaller mass enlarges the operator $p^2/2m^*$, which by the variational principle raises the lowest $p$ level in the same well.

**Size.** At $w=-1$ the vector potential is repulsive, $V(0)=0.3$, and the scalar one is attractive, $S(0)=-0.6$. They partly cancel in $\Sigma(0)=-0.3$ but add in $\Delta(0)=0.9$. The splitting becomes about six times that of $w=1$ in magnitude, with the same $\Sigma$.

**Departure from leading order.** The Dirac splitting is 0.905 of (3) at $w=1$, 1.29 at $w=0$ and 1.85 at $w=-1$. The weights $1/D^2$ in (2) act in these directions. For $w=1$, $D=2+\varepsilon-\Sigma$ exceeds 2 wherever $\varepsilon>\Sigma$, which lowers the weight there. For $w\le0$, $\varepsilon<0$ and $\Delta>0$ make $D<2$ everywhere, which raises it. At $w=-1$, $D(0)\approx2-0.10-0.90=1.0$, half its leading value. The functions $G$ and the factor $\mathcal N$ change as well; their shares are not separated here.

**The weak limit.** Multiply the depth by $s$ and the width by $1/\sqrt s$. The Schrödinger equation keeps its form, while all its energies scale with $s$, so the relative correction to (3) should fall in proportion to $s$. For $w=1$ the ratio of the Dirac splitting to (3) is 0.9050, 0.9897 and 0.9990 for $s=1$, 0.1 and 0.01. The last two deviations from unity, 0.0103 and 0.00104, differ by the expected factor of ten.

## 9. Breaking pseudospin symmetry

The radial equations keep their form under

$$G\to F,\quad F\to-G,\quad D\leftrightarrow\varepsilon-\Sigma,\quad\kappa\to-\kappa .$$

Equation (2) therefore has a counterpart with $F$ for $G$, $\tilde l$ for $l$, $\Sigma'$ for $\Delta'$ and $\varepsilon-\Sigma$ for $D$. Level $a$ is now $\kappa=\tilde l+1$, with $j=\tilde l+\tfrac12$, and level $b$ is $\kappa=-\tilde l$.

To first order about $\Sigma=0$ the partners share one function $F$, and the factor corresponding to $\mathcal N$ is

$$\int\left[F^2+\frac{F'^2+\tilde l(\tilde l+1)F^2/r^2}{\varepsilon^2}\right]dr=\int(F^2+G^2)\,dr=1 .$$

To see this, square $\varepsilon G=-(F'-\kappa F/r)$. The cross term is $-\kappa\int(F^2)'/r\,dr=-\kappa\int F^2/r^2\,dr$ by parts, and $\kappa^2-\kappa=\tilde l(\tilde l+1)$. Hence

$$\varepsilon_a-\varepsilon_b\approx\frac{2\tilde l+1}{\varepsilon^2}\int\frac{\Sigma'}{r}F^2\,dr. \tag{8}$$

Add $\Sigma=-\eta\,e^{-r^2/100}$ to the second oscillator. For $\eta=0.01$ the level $1d_{3/2}$ rises above $2s_{1/2}$ by $2.820\times10^{-3}$, against $2.838\times10^{-3}$ from (8), a difference of 0.7 % of the splitting. For $\eta=10^{-4}$ both give $2.838\times10^{-5}$.

The expansion (8) is first order in $\Sigma$. It is safe when $|\Sigma|$ is small compared with $|\varepsilon|$, and in this example its relative error grows with $\eta$. The exact counterpart of (2) needs only that $\varepsilon-\Sigma$ has no zero, which holds here because $\varepsilon>0$ and $\Sigma\le0$. A particle-like level in an ordinary well, such as those of Section 8, has $\Sigma<\varepsilon$ inside and $\Sigma>\varepsilon$ outside. At the turning point between, $1/(\varepsilon-\Sigma)^2$ diverges, and the pseudospin-orbit term cannot be treated there as a small regular perturbation. The coupled first-order equations stay regular and should then be solved directly. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Natural units: energy mc^2, length hbar/mc
Gaussian well: depth 0.3 mc^2, width 10.0 hbar/mc
Schroedinger 1p energy in Sigma: -0.12951508 mc^2
mean Delta'/r at w=1: 0.00404758 (mc^2)/(hbar/mc)^2
w; eps(1p3/2); eps(1p1/2); splitting; identity; leading [mc^2]
 1.00 -0.13123579 -0.13398308 +0.00274729 +0.00274729 +0.00303568
 0.75 -0.12804908 -0.12954599 +0.00149690 +0.00149690 +0.00151784
 0.50 -0.12477371 -0.12477371 -0.00000000 +0.00000000 +0.00000000
 0.25 -0.12141499 -0.11962889 -0.00178610 -0.00178610 -0.00151784
 0.00 -0.11798011 -0.11407051 -0.00390959 -0.00390959 -0.00303568
-1.00 -0.10369165 -0.08683433 -0.01685732 -0.01685732 -0.00910705
scale s=1.0: splitting/leading = 0.904999
scale s=0.1: splitting/leading = 0.989683
scale s=0.01: splitting/leading = 0.998959
Oscillators: K = 0.04 (mc^2)/(hbar/mc)^2
S=V 1s1/2 N=0: Dirac 0.28091913, formula 0.28091913 mc^2
S=V 1p3/2 N=1: Dirac 0.45160596, formula 0.45160596 mc^2
S=V 1p1/2 N=1: Dirac 0.45160596, formula 0.45160596 mc^2
S=V 1d5/2 N=2: Dirac 0.61247323, formula 0.61247323 mc^2
S=V 1d3/2 N=2: Dirac 0.61247323, formula 0.61247323 mc^2
S=V 2s1/2 N=2: Dirac 0.61247323, formula 0.61247323 mc^2
S=-V 1p1/2 Nt=0: Dirac 0.04312057, formula 0.04312057 mc^2, G nodes 0
S=-V 2s1/2 Nt=1: Dirac 0.11208494, formula 0.11208494 mc^2, G nodes 1
S=-V 1d3/2 Nt=1: Dirac 0.11208494, formula 0.11208494 mc^2, G nodes 0
S=-V 2p3/2 Nt=2: Dirac 0.20209437, formula 0.20209437 mc^2, G nodes 1
S=-V 1f5/2 Nt=2: Dirac 0.20209437, formula 0.20209437 mc^2, G nodes 0
S=-V 3s1/2 Nt=3: Dirac 0.30492966, formula 0.30492966 mc^2, G nodes 2
S=-V 2d3/2 Nt=3: Dirac 0.30492966, formula 0.30492966 mc^2, G nodes 1
S=-V ordinary 1d3/2: 0.11208494, lowest d5/2: 0.30492966 mc^2
eta=0.01 mc^2: eps(1d3/2)-eps(2s1/2) = 2.8197e-03, identity 2.8197e-03, first order 2.8384e-03 mc^2
eta=0.0001 mc^2: eps(1d3/2)-eps(2s1/2) = 2.8382e-05, identity 2.8382e-05, first order 2.8384e-05 mc^2
S=-V, V(0)=-0.3 mc^2: gap states 0
S=-V, V(0)=0.3 mc^2: highest gap state, s1/2 -1.67220646, d3/2 -1.67220646 mc^2
```
